# Why HF-nitric silicon etching has a falling apparent activation energy

A silicon wafer is etched in a nitric-rich mixture of hydrofluoric and nitric acid, and the rate is measured at several bath temperatures. The logarithm of the rate is plotted against inverse temperature. If one thermally activated step governed the etch, the points would lie on a straight line and its slope would give one activation energy. If instead the line flattens towards the hot end, the apparent activation energy falls on heating. This can happen although no elementary step has changed its energy. The reason is that HF must pass two obstacles in succession, the liquid film next to the wafer and the reaction at its surface, and heating changes the share of each in the total resistance.

## The two obstacles

Nitric acid oxidizes the silicon and HF removes the oxide. With nitric oxide as the gaseous product, the overall reaction is

$$3\,\mathrm{Si}+4\,\mathrm{HNO_3}+18\,\mathrm{HF}\rightarrow 3\,\mathrm{H_2SiF_6}+4\,\mathrm{NO}+8\,\mathrm{H_2O}.$$

Each silicon atom therefore uses six HF molecules. In the model nitric acid is plentiful, oxidation is fast, and the supply and reaction of HF set the rate. HF is treated as one dissolved species.

Let $y$ be the distance from the wafer into the liquid. A film of thickness $\delta$ separates the surface, where the HF concentration is $c_0$, from the stirred bath, where it is $c_b$. In the steady state, diffusion with constant diffusivity $D$ obeys $D\,c''(y)=0$. The profile is then a straight line,

$$c(y)=c_0+(c_b-c_0)\frac{y}{\delta},$$

and the HF flux towards the wafer is

$$J=D\,\frac{c_b-c_0}{\delta}=k_d(c_b-c_0),\qquad k_d=\frac{D}{\delta}.$$

The surface reaction is first taken to be of first order in HF, so it consumes $J=k_s c_0$. In the steady state the two fluxes are equal. Solving each expression for a concentration difference gives

$$c_b-c_0=\frac{J}{k_d},\qquad c_0=\frac{J}{k_s}.$$

Adding these removes the unknown $c_0$:

$$c_b=J\left(\frac1{k_s}+\frac1{k_d}\right),\qquad J=\frac{c_b}{R_s+R_d},\qquad R_i=\frac1{k_i}.$$

This is the law of two resistances in series, with concentration in the role of voltage. If $n_{\rm Si}$ is the number of silicon atoms per volume, the surface recedes at

$$v=\frac{J}{6\,n_{\rm Si}}.$$

## The weighted average

Define $\beta=1/(k_BT)$. In atomic units $\beta$ is an inverse energy in hartree; the algebra is the same in any units, and the numbers below use eV. Both rate constants are assumed to follow the Arrhenius law with constant prefactors,

$$k_s=A_s e^{-\beta E_s},\qquad k_d=A_d e^{-\beta E_d}.$$

For a film of fixed thickness, $E_d$ is the activation energy of the diffusivity. The apparent activation energy is defined by the local slope of the Arrhenius plot,

$$E_{\rm app}=-\frac{d\ln v}{d\beta}.$$

With the bath composition held fixed, $\ln v$ equals a constant minus $\ln(R_s+R_d)$. The two minus signs cancel:

$$E_{\rm app}=\frac{d}{d\beta}\ln(R_s+R_d)=\frac{R_s'+R_d'}{R_s+R_d},$$

where the prime means $d/d\beta$. Since $R_i=e^{\beta E_i}/A_i$, we have $R_i'=E_iR_i$, and so

$$E_{\rm app}=w_sE_s+w_dE_d,\qquad w_i=\frac{R_i}{R_s+R_d},\qquad w_s+w_d=1.$$

The weights are shares of resistance. They cannot be shares of flux, because the same HF flux passes through both steps.

## Why the average moves down

The change of a weight follows from its logarithm, $\ln w_s=\ln R_s-\ln(R_s+R_d)$:

$$\frac{1}{w_s}\frac{dw_s}{d\beta}=E_s-E_{\rm app}=E_s-w_sE_s-w_dE_d=w_d(E_s-E_d).$$

The last step uses $1-w_s=w_d$. Because $w_d=1-w_s$, its derivative is the opposite of that of $w_s$. Hence

$$\frac{dE_{\rm app}}{d\beta}=(E_s-E_d)\frac{dw_s}{d\beta}=w_sw_d(E_s-E_d)^2.$$

Heating lowers $\beta$, with $d\beta/dT=-1/(k_BT^2)$, which supplies the sign:

$$\frac{dE_{\rm app}}{dT}=-\frac{w_sw_d(E_s-E_d)^2}{k_BT^2}.$$

The right side is never positive. It vanishes if the energies are equal, and it tends to zero when one resistance takes all the weight.

The physical cause is now visible. Heating shrinks both resistances, but the one with the higher activation energy shrinks faster. It loses weight in the average, and the lower energy gains it. For $E_s>E_d$ the apparent energy tends to $E_s$ on the cold side, where the reaction is the bottleneck, and to $E_d$ on the hot side, where diffusion is.

The square shows that the fall does not require the surface step to have the higher energy. If $E_s$ is set to 0.05 eV and $E_d$ stays at 0.18 eV, the apparent energy still falls, from 0.131 eV at 273 K to 0.103 eV at 323 K. In that case control passes from diffusion to reaction on heating. A falling apparent energy alone therefore does not tell which step controls the hot bath.

The series connection is essential. For two independent parallel paths the rates add, and differentiating $\ln(k_1+k_2)$ gives

$$E_{\rm par}=\frac{k_1E_1+k_2E_2}{k_1+k_2}.$$

Now the path of higher energy gains weight on heating, because its rate grows faster. With the two rate constants of the example below placed in parallel, the apparent energy rises from 0.251 to 0.363 eV between 273 and 323 K.

## How large the effect is

The example is an illustration of mixed control in a dilute-HF, nitric-rich etch, not a fit to a measured bath. Its parameters are rough round values: $E_s=0.45$ eV, $E_d=0.18$ eV, $\delta=20000$ nm, and $D=2.0\times10^9$ nm²/s at 300 K. The bath holds 0.30 HF molecules per nm³, and silicon has 50 atoms per nm³. The surface rate constant is chosen so that both resistances are equal at 300 K. The size of the effect depends on this choice. If $k_s$ is lowered until the rate at 300 K is 8.3 nm/s, far below the film's limit of 100 nm/s, the surface reaction dominates and the apparent energy falls by only 0.035 eV between 273 and 323 K.

At 300 K, with the two resistances equal,

$$k_d=\frac{2.0\times10^9}{20000}=1.0\times10^5\ \text{nm/s}=k_s,$$

$$J=\frac{0.30}{10^{-5}+10^{-5}}=1.5\times10^4\ \text{nm}^{-2}\text{s}^{-1},$$

$$v=\frac{1.5\times10^4}{6\times50}=50\ \text{nm/s},$$

or 3.0 µm/min. Equal weights give $E_{\rm app}=(0.45+0.18)/2=0.315$ eV. The other temperatures follow in the same way:

| $T$ (K) | $w_s$ | $v$ (nm/s) | $E_{\rm app}$ (eV) |
|---|---:|---:|---:|
| 273 | 0.737 | 13.2 | 0.379 |
| 285 | 0.634 | 25.4 | 0.351 |
| 300 | 0.500 | 50.0 | 0.315 |
| 310 | 0.417 | 73.0 | 0.292 |
| 323 | 0.322 | 111.3 | 0.267 |

Over these 50 K the apparent energy falls by 0.112 eV, while both elementary energies stay fixed. At 300 K the slope is

$$-\frac{0.5\times0.5\times(0.27)^2}{8.617\times10^{-5}\times300^2}=-0.00235\ \text{eV/K}.$$

These results were tested against a time-dependent diffusion calculation that starts from a uniform bath and relaxes to a steady flux. At all five temperatures its numerical Arrhenius slope agreed with the weighted average to within $10^{-5}$ eV. The steady description needs an etch much longer than the film diffusion time $\delta^2/D=0.20$ s.

The bath range shows only part of the transition. The ratio of the weights is $w_s/w_d=e^{(E_s-E_d)(\beta-\beta_0)}$, where $\beta_0$ belongs to 300 K. For $w_s$ to go from 0.9 to 0.1, $\beta$ must change by $2\ln 9/0.27=16.3$ eV$^{-1}$. The interval from 273 to 323 K spans 6.6 eV$^{-1}$. The model therefore gives a gradual bend here, with neither limiting energy reached.

A straight line through the two end points has the slope

$$\frac{\ln(111.3/13.2)}{6.58\ \text{eV}^{-1}}=0.324\ \text{eV}.$$

This is the average of the local $E_{\rm app}$ over the interval of $\beta$, since integrating a slope and dividing by the interval gives its mean. It is the activation energy of neither step.

## When the surface reaction is not of first order

Oxide removal may depend on HF with another order $n>0$. Write the surface law as $J=k_s c_b^{1-n}c_0^n$, so that $k_s$ keeps its unit, and hold $c_b$ fixed. Small changes then obey

$$d\ln J=d\ln k_s+n\,d\ln c_0.$$

The film law $J=k_d(c_b-c_0)$ gives

$$d\ln J=d\ln k_d-\frac{dc_0}{c_b-c_0}=d\ln k_d-\frac{d\ln c_0}{\theta},\qquad \theta=\frac{c_b-c_0}{c_0}.$$

The second relation yields $d\ln c_0=\theta(d\ln k_d-d\ln J)$. Inserting this in the first and collecting the terms in $d\ln J$ gives

$$(1+n\theta)\,d\ln J=d\ln k_s+n\theta\,d\ln k_d,$$

$$E_{\rm app}=\frac{E_s+n\theta E_d}{1+n\theta}.$$

The average survives, with diffusion weight $n\theta/(1+n\theta)$. For $n=1$ the equality of fluxes gives $\theta=k_s/k_d=R_d/R_s$, and the earlier weights return. For other orders the weights are shares of differential resistance, the change of concentration difference per change of flux: $1/k_d$ for the film and $dc_0/dJ=c_0/(nJ)$ for the surface.

For $n=2$ and the same rate constants, $E_{\rm app}$ is 0.353 eV at 273 K, 0.301 eV at 300 K and 0.268 eV at 323 K. The fall becomes 0.085 eV instead of 0.112 eV. The order changes its size but not its direction in this example.

## What a real bath adds

**Flow.** A fixed film is a simplification. Near a rotating wafer the liquid approaches the surface with a speed $ay^2$ at small $y$. HF diffuses far more slowly than momentum, so its concentration changes almost entirely within this region, and the quadratic law can be used throughout the integral below. Steady transport then obeys $-ay^2c'=Dc''$, so $c'(y)=c'(0)\,e^{-ay^3/(3D)}$. Integrating from the surface to the bath gives

$$c_b-c_0=c'(0)\int_0^\infty e^{-ay^3/(3D)}dy=c'(0)\,\Gamma\!\left(\tfrac43\right)\left(\frac{3D}{a}\right)^{1/3}.$$

Since $J=Dc'(0)$, it follows that $k_d\propto D^{2/3}a^{1/3}$. For a disk rotating at angular speed $\omega$ in a liquid of kinematic viscosity $\nu$, the axial speed is $\sqrt{\nu\omega}$ times a function of $y\sqrt{\omega/\nu}$. Its quadratic term has $a\propto\omega^{3/2}\nu^{-1/2}$, and therefore

$$k_d\propto D^{2/3}\nu^{-1/6}\omega^{1/2}.$$

Let $D\propto e^{-\beta E_D}$ and $\nu\propto e^{+\beta E_\nu}$. At fixed speed the transport energy is then $2E_D/3+E_\nu/6$. With $E_D=0.18$ eV and $E_\nu=0.17$ eV this is 0.148 eV. With the layer matched to 20000 nm at 300 K, $E_{\rm app}$ falls from 0.378 to 0.240 eV between 273 and 323 K, somewhat more than with a fixed film. The quadratic law is itself approximate: the full flow profile lowers the transport energy to about 0.144 eV and the value at 323 K to about 0.234 eV. These two values take a water-like $\nu=1.0\times10^{-6}$ m²/s at 300 K. Such a layer then needs about 1100 revolutions per minute. For a transition Reynolds number $\omega r^2/\nu$ of $2\times10^5$ to $3\times10^5$, the flow stays laminar only within roughly 40 to 50 mm of the axis at 300 K, and within roughly 35 to 40 mm at 323 K, where the viscosity is lower.

**Reaction heat.** Take a rough 9 eV released per silicon atom, all of it leaving through the liquid. The thermal layer is thicker than the HF layer by the cube root of the ratio of diffusivities, as the convective result suggests, which gives about 82000 nm. This is a rough value, because the quadratic flow law is less accurate over the thicker layer; the full rotating-disk flow makes the layer, and with it the heating, about 16 percent larger at the same viscosity (14 percent for $\nu=1.4\times10^{-6}$ m²/s). At 323 K the heat flux is $111.3\times50\times9=5.0\times10^4$ eV nm$^{-2}$ s$^{-1}$, or about 8000 W/m². With the conductivity of water, 0.6 W/(m K), the surface is about 1.1 K warmer than the bath. At 273 K the difference is 0.13 K. Concentrated nitric acid conducts heat less well than water, which would make both differences larger. With this heating in the fixed-film model, $E_{\rm app}$ referred to bath temperature goes from 0.381 to 0.272 eV, so the fall is hardly altered.

**Bubbles.** Gas can have a much larger effect. If all the NO stayed dissolved and crossed the film with the diffusivity of HF, its excess at the surface at 300 K would be 0.033 molecules per nm³. This is about 33 times a rough solubility at atmospheric pressure. Unless reactions with nitric acid remove most of it, bubbles are to be expected, and they stir the film more strongly when the etch is faster.

A simple description multiplies $k_d$ by $(J/J_{\rm ref})^p$ with $0<p<1$, where $J_{\rm ref}$ is the flux at 300 K. Then $d\ln k_d$ gains the term $p\,d\ln J$. The weighted sum of changes becomes

$$d\ln J=w_s\,d\ln k_s+w_d\left(d\ln k_d^{(0)}+p\,d\ln J\right),$$

where $k_d^{(0)}$ is the value without the factor and the weights use the stirred $k_d$. Moving the last term to the left gives

$$E_{\rm app}=\frac{w_sE_s+w_dE_d}{1-pw_d}.$$

To find its slope, set $B=(1-p)E_s-E_d$. Differentiating with respect to $w_d$ gives $dE_{\rm app}/dw_d=-B/(1-pw_d)^2$. The stirred film has the effective energy $E_d+pE_{\rm app}$, and substitution shows that $E_s-(E_d+pE_{\rm app})=B/(1-pw_d)$. Hence $dw_d/d\beta=-w_sw_dB/(1-pw_d)$, and

$$\frac{dE_{\rm app}}{d\beta}=\frac{w_sw_d\,[(1-p)E_s-E_d]^2}{(1-pw_d)^3}.$$

The sign is unchanged, but the square can become small. For $p=0.5$ the bracket is $0.225-0.18=0.045$ eV, against 0.27 eV without bubble stirring. The apparent energy then falls only from 0.424 to 0.417 eV between 273 and 323 K. The fall is so small here because $(1-p)E_s$ happens to lie close to $E_d$; at $p=0.6$ the two are equal and the fall vanishes, while exponents well away from this value leave more of it. The example shows that bubble stirring can almost hide the effect and make a mixed process look like a single step, here of about 0.42 eV.

**Smaller corrections.** If the prefactor of $k_s$ is proportional to $T$, then $-d\ln T/d\beta=k_BT$ adds $w_sk_BT$ to the apparent energy. With the weights of the table kept, this gives 0.396 eV at 273 K and 0.276 eV at 323 K. A single prefactor matched at 300 K also shifts the weights, and the values are then 0.402 and 0.271 eV. At 300 K, nitric acid is depleted at the surface by about 0.4 percent of its bulk value of 9 molecules per nm³, again with the diffusivity of HF. The surface recedes at $5\times10^{-4}$ of $k_d$, so its motion scarcely disturbs the profile.

## Relation to working baths

The example's HF concentration is about 0.5 mol/L, which is low for HF-nitric etching, and its rate of a few µm/min follows from the chosen surface rate constant, so it does not predict the rate of a real bath at this concentration. Baths with several mol/L of HF can etch much faster. Without bubble stirring, the model's flux, heat release and gas production all grow in proportion to $c_b$ at fixed surface temperature; with bubble stirring they grow faster still. The small heating found here must therefore not be carried over to such baths: with ten times the HF concentration, the fixed-film model with heating puts the surface about 18 K above the bath at 323 K, and the fall referred to bath temperature shrinks to about 0.03 eV. At the example's dilute concentration, bubble stirring changes the fall most of the departures computed above: with $p=0.5$ and the example's energies it reduces the fall from 0.112 to 0.008 eV. The model also excludes HF-rich baths in which oxidation limits the rate. There nitrous acid, formed during etching, can accelerate the oxidation, and the rate may depend on the history of the bath. A change of mechanism or of the dissolved HF species with temperature can likewise bend an Arrhenius plot.

## What to do about it

Measure at four or more temperatures with composition and stirring held fixed, and report the temperature interval with every activation energy. Do not extrapolate a cold slope to a hot bath. In the example, 0.379 eV applied from 273 to 323 K predicts $13.2\,e^{0.379\times6.58}\approx160$ nm/s. The model's rate is 111 nm/s, so the prediction is 44 percent too high relative to it.

Then vary the stirring at each temperature. Since $v\propto1/(R_s+R_d)$, a small relative change of $k_d$ changes the rate by $w_d$ times as much. For a rotating wafer in laminar flow with a first-order reaction, no appreciable bubble stirring and a surface close to bath temperature,

$$\frac1v=\frac{6n_{\rm Si}}{c_b}\left(\frac1{k_s}+\frac{C}{\sqrt{\omega}}\right),$$

where $C$ depends on temperature but not on speed. A plot of $1/v$ against $\omega^{-1/2}$ is then a straight line. Its intercept isolates the surface resistance, and the intercepts at several temperatures give $E_s$. The slopes give the transport energy. A curved plot is a warning that one of the stated conditions fails. A plot that looks straight does not prove that they hold. Take the second-order reaction with the example's rate constants, and lower $k_d$ by up to a factor of two through a fourfold change of speed. The points then lie within about 0.4 percent of a straight line, yet the intercepts at 273 and 323 K give 0.40 eV instead of the true 0.45 eV.

The weights also guide the choice of operating temperature. The relative change of rate per kelvin is $E_{\rm app}/(k_BT^2)$, which in the example is 5.9 percent at 273 K and 3.0 percent at 323 K. In the fixed-film model, a relative variation of $k_s$ over distances much longer than $\delta$ enters the local rate with weight $w_s$, and one of $k_d$ with weight $w_d$. On a rotating wafer the outward flow links neighbouring radii, so these weights are only approximate there. Where $E_s>E_d$ and the film is stirred mechanically, a hotter bath is thus more tolerant of errors in temperature and of differences in surface reactivity, but it demands more uniform stirring. The numerical output below lists the values for the main cases.

## Values computed for the example and the checks

```
Input energies: surface 0.45 eV, diffusion 0.18 eV, viscosity 0.17 eV
Film thickness: 20000 nm; HF diffusivity at 300 K: 2.0e+09 nm^2/s
Bulk HF: 0.30 per nm^3; bulk nitric acid: 9.0 per nm^3
Silicon: 50 atoms per nm^3; HF per Si atom: 6
Film diffusion time at 300 K: 0.20 s
T = 273 K: k_s = 1.788e+04 nm/s, k_d = 5.023e+04 nm/s
  weights: surface 0.737, diffusion 0.263; etch rate 13.2 nm/s; E_app 0.379 eV
T = 285 K: k_s = 4.001e+04 nm/s, k_d = 6.932e+04 nm/s
  weights: surface 0.634, diffusion 0.366; etch rate 25.4 nm/s; E_app 0.351 eV
T = 300 K: k_s = 1.000e+05 nm/s, k_d = 1.000e+05 nm/s
  weights: surface 0.500, diffusion 0.500; etch rate 50.0 nm/s; E_app 0.315 eV
T = 310 K: k_s = 1.753e+05 nm/s, k_d = 1.252e+05 nm/s
  weights: surface 0.417, diffusion 0.583; etch rate 73.0 nm/s; E_app 0.292 eV
T = 323 K: k_s = 3.454e+05 nm/s, k_d = 1.642e+05 nm/s
  weights: surface 0.322, diffusion 0.678; etch rate 111.3 nm/s; E_app 0.267 eV
HF flux at 300 K: 1.500e+04 per nm^2 per s
Etch rate at 300 K, converted: 3.00 micrometre/min
Slope of E_app at 300 K: numerical -0.00235 eV/K, formula -0.00235 eV/K
Fall of E_app from 273 to 323 K: 0.112 eV
Two-point Arrhenius energy, 273 to 323 K: 0.324 eV
Variants below: E_app at 273 K, then at 323 K
Surface energy 0.05 eV instead: 0.131, 0.103 eV
Parallel paths: 0.251, 0.363 eV
Second-order surface step: 0.353, 0.268 eV
Convective layer: 0.378, 0.240 eV
Bubble stirring, p = 0.5: 0.424, 0.417 eV
Reaction heating: 0.381, 0.272 eV
Convective layer plus heating: 0.380, 0.243 eV
Surface prefactor proportional to T: 0.396, 0.276 eV
Second-order E_app at 300 K: 0.301 eV
Transport energy of convective layer: 0.148 eV
Heat input: 9.0 eV per Si; conductivity 0.6 W/(m K)
Heat diffusivity: 1.4e+11 nm^2/s; thermal layer: 82426 nm
Surface temperature rise: 0.13 K at 273 K, 1.14 K at 323 K
NO excess at surface if all stays dissolved, 300 K: 0.0333 per nm^3
Rough NO solubility: 0.0010 per nm^3; excess/solubility: 33
Nitric acid depletion at surface, 300 K: 0.37 percent
Recession speed / k_d at 300 K: 5.0e-04
```
